# Why Fixed-Density Poisson Iteration Becomes Unstable in an Inversion Layer

A positive gate voltage draws electrons to the oxide interface of a transistor. The potential decides how many electrons there are, and the electrons in turn change the potential. A direct way to make the two agree is to guess a potential, compute the electron density in it, solve Poisson's equation with that density held fixed, and repeat. With few electrons this settles down. With more electrons the successive potentials swing to alternate sides of the answer, further each time, although the equations have a perfectly good solution. What sets the limit, and how much must each update be reduced to restore convergence?

## A layer with one potential

Let the electrons lie in a single plane between two conductors at fixed potentials: the gate and a ground plane. I use the energy $y=q\phi$, where $\phi$ is the electrostatic potential at the plane and $q>0$ the elementary charge. A larger $y$ lowers the electron energy. The Fermi level is fixed at zero by contact with a reservoir.

Let $C_g$ and $C_b$ be the capacitances per area from the plane to the gate and to the ground plane, and define

$$k=\frac{C_g+C_b}{q^2}.$$

This is the electrostatic stiffness: the number of electrons per area needed to change $y$ by one unit of energy. Indeed, by Gauss's law, adding $N$ electrons per area changes the potential by $\delta\phi$ with $(C_g+C_b)\,\delta\phi=-qN$, so $\delta y=-N/k$. If the plane without electrons would sit at $y_0$, Poisson's equation with fixed density gives

$$y_{\rm out}=y_0-\frac{N(y)}{k}.$$

The electrons occupy a subband with bottom $E=E_1-y$ and a constant density of states $D$ per area and energy. Integrating the Fermi function $f(E)=1/(1+e^{E/kT})$ over the in-plane kinetic energy gives (in $kT$, $k$ is Boltzmann's constant; elsewhere it is the stiffness)

$$N=D\int_0^\infty f(E+\epsilon)\,d\epsilon=D\,kT\ln\!\left(1+e^{-E/kT}\right),\qquad \frac{dN}{dE}=-D f(E).$$

Since $dE/dy=-1$, the density response is $dN/dy=Df(E)>0$.

The solution $y_*$ satisfies $y+N(y)/k=y_0$. The left side rises steadily with $y$, from $-\infty$ to $+\infty$, so there is one solution. Now start with a small error $e$, at $y=y_*+e$. The output is

$$y_{\rm out}=y_*-\lambda e,\qquad \lambda=\frac{1}{k}\frac{dN}{dy}=\frac{Df}{k}.$$

This is the mechanism. A potential that is too attractive by $e$ calls in too many electrons, and their charge makes the next potential too repulsive by $\lambda e$. If the response exceeds the stiffness, $\lambda>1$, the correction is larger than the error it corrects.

Linear mixing takes part of the proposed step, $y\to y+\alpha(y_{\rm out}-y)$. The error becomes

$$e\to e+\alpha(-\lambda e-e)=[1-\alpha(1+\lambda)]\,e .$$

It shrinks when the bracket lies between $-1$ and $1$, that is, for $0<\alpha<2/(1+\lambda)$.

Two limits show when this matters. In a nondegenerate layer, $E\gg kT$, we have $N\simeq DkT\,e^{-E/kT}$ and $dN/dy\simeq N/kT$. Then $\lambda\simeq N/(k\,kT)$, and instability of the unmixed iteration begins near

$$N_{\rm on}\simeq kT\,\frac{C_g+C_b}{q^2}.$$

In a degenerate layer $f\to1$ and $\lambda\to D/k$: the response of one filled subband saturates, while further subbands can add to it. The estimate of $N_{\rm on}$ needs $N_{\rm on}\ll DkT$, that is, a stiffness much smaller than $D$; if $D$ is below the stiffness, a single subband never makes the unmixed iteration unstable.

## What divergence means here

The growing error does not run to infinity. Since $N\ge0$, each output obeys $y_{\rm out}\le y_0$. Since $N$ increases with $y$, every later output obeys $y_{\rm out}\ge y_0-N(y_0)/k$. The unmixed iteration is therefore bounded.

Suppose it reaches $y_0$. The next value is $y_1=y_0-N(y_0)/k$. If $y_1$ is so low that the layer is empty, the following output is $y_0$ again, up to an exponentially small amount. The iteration then alternates between the potential of an empty layer and that of an overfull one. Over two steps a small error is multiplied by $\lambda(y_0)\lambda(y_1)$, which is tiny when the response at $y_1$ has vanished, so this cycle attracts its neighbours. "Diverges" means that the iteration leaves the solution, not that the numbers become infinite.

## The layer with its full profile

A real layer has a potential at every depth. Divide the oxide and body into nodes with spacing $h$, and let $u_a=q\phi_a$ at node $a$. For permittivity $\varepsilon$, neighbouring nodes are coupled by $\varepsilon/(q^2h)$. Gauss's law at all nodes reads

$$Ku=g\,u_G-n_A-s[u].$$

Here $u_G=qV_G$, the vector $g$ contains the coupling to the gate, $n_A$ is the fixed acceptor number per area at each node, and $s$ is the electron number per area at each node. The ground plane has $u=0$. For any vector $v$, taken as zero at both conductors,

$$v\cdot Kv=\sum_{\rm links}\frac{\varepsilon}{q^2h}(v_a-v_{a+1})^2>0\quad (v\ne0),$$

because a potential that is constant along all links and zero at the ends vanishes. Thus $K$ is symmetric and positive.

The electron states $c_i$ are real, normalized eigenvectors of the Schrödinger equation with potential energy $\Delta-u$, where $\Delta$ is the band edge at $u=0$. Hard walls confine them to the body. All subbands have the same parabolic in-plane dispersion, so

$$s_a=\sum_i N(E_i)\,c_{ia}^2 .$$

The interaction is the electrostatic mean field alone, without exchange and correlation. Holes are omitted.

To find the response, change $u$ by a small $v$. The Hamiltonian changes by $-v$. With $v_{ij}=\sum_a c_{ia}v_ac_{ja}$, first-order perturbation theory gives

$$\delta E_i=-v_{ii},\qquad \delta c_i=-\sum_{j\ne i}\frac{v_{ij}}{E_i-E_j}\,c_j .$$

Write $N_i=N(E_i)$ and $N_i'$ for its energy derivative. Then

$$\delta s_a=-\sum_iN_i'v_{ii}c_{ia}^2-2\sum_{i\ne j}\frac{N_i}{E_i-E_j}v_{ij}c_{ia}c_{ja}.$$

The factor $v_{ij}c_{ia}c_{ja}$ is unchanged when $i$ and $j$ are exchanged. Averaging the double sum with its exchanged form replaces $2N_i/(E_i-E_j)$ by $R_{ij}=(N_i-N_j)/(E_i-E_j)$. With $R_{ii}=N_i'$, the response matrix $\chi=ds/du$ obeys

$$w\cdot\chi v=-\sum_{ij}R_{ij}\,w_{ij}v_{ij}.$$

This is symmetric in $v$ and $w$. Because $N$ falls with energy, each $R_{ij}$ is negative, and hence $v\cdot\chi v\ge0$.

These signs also show that the solution is unique. For two solutions with difference $w=u_1-u_2$, subtracting their equations and multiplying by $w$ gives

$$w\cdot Kw=-w\cdot(s[u_1]-s[u_2])=-\int_0^1 w\cdot\chi(u_2+tw)\,w\,dt\le0 .$$

Positivity of $K$ then forces $w=0$. An unstable iteration is not choosing between competing solutions.

## The bound from the largest eigenvalue

Near the solution, the fixed-density output has error $-K^{-1}\chi e$. Mixing therefore gives

$$e\to\left[1-\alpha(1+K^{-1}\chi)\right]e .$$

The useful directions are the solutions of

$$\chi v_m=\lambda_mKv_m .$$

Setting $v_m=K^{-1/2}z_m$ turns this into an ordinary eigenvalue problem for the symmetric matrix $K^{-1/2}\chi K^{-1/2}$. The eigenvalues are therefore real and the modes form a complete set. Also

$$\lambda_m=\frac{v_m\cdot\chi v_m}{v_m\cdot Kv_m}\ge0 .$$

Each mode behaves as the single layer did, with factor $1-\alpha(1+\lambda_m)$. All factors have magnitude below one if and only if $\alpha>0$ and $\alpha<2/(1+\lambda_m)$ for every $m$. The largest eigenvalue gives the tightest limit:

$$\boxed{\,0<\alpha<\alpha_c=\frac{2}{1+\lambda_{\max}}\,}$$

Above $\alpha_c$ the leading mode grows. At $\alpha_c$ its factor is $-1$, and the linear analysis does not decide. Unmixed iteration, $\alpha=1$, is unstable for $\lambda_{\max}>1$.

Response and stiffness must be compared in the same mode. The maximum of $v\cdot\chi v/v\cdot Kv$ over all $v$ is $\lambda_{\max}$, so instability requires some potential shape whose response exceeds its own stiffness. The separate largest eigenvalues of $\chi$ and $K$ do not answer this question. The ratio also shows that mobile holes, which would add another non-negative response, could not lower $\lambda_{\max}$ at a given potential.

The fastest safe mixing follows from the two ends of the spectrum. A potential change confined to the oxide touches no electrons, so the smallest eigenvalue is zero and its factor is $1-\alpha$. The leading mode has magnitude $\alpha(1+\lambda_{\max})-1$ once it overshoots. The first falls with $\alpha$ and the second rises, so the larger of them is smallest where they are equal:

$$1-\alpha=\alpha(1+\lambda_{\max})-1\;\Rightarrow\;\alpha_{\rm opt}=\frac{2}{2+\lambda_{\max}},\qquad \rho=1-\alpha_{\rm opt}=\frac{\lambda_{\max}}{2+\lambda_{\max}} .$$

Here $\rho$ is the asymptotic error factor per step for an error that contains these modes.

## The same number measures screening

Change the gate by $du_G$ and let the electrons respond. Differentiating the equation for the solution gives $(K+\chi)\,du=g\,du_G$. Multiply by $v_m$ and use $v_m\cdot\chi\,du=\lambda_mv_m\cdot K\,du$:

$$(1+\lambda_m)\,v_m\cdot K\,du=v_m\cdot g\,du_G .$$

With frozen density the factor $1+\lambda_m$ would be absent. Electrons thus multiply the gate's effect on mode $m$ by the factor $1/(1+\lambda_m)$. At $\lambda_m=1$ they halve it. The iteration becomes unstable when the electrons take over control of the potential, because it computes each step as if they could not respond.

## A worked layer

The model has a 2 nm oxide of relative permittivity 4, a 30 nm body of relative permittivity 12, and $10^{17}$ acceptors per cm³. The electrons have confinement mass 0.9 and in-plane mass 0.2 in units of the free-electron mass, and two valleys. The temperature is 300 K and $\Delta=1$ eV. $V_G$ is the electrostatic potential at the gate relative to the ground plane. These are round model parameters, and the mesh spacing is 0.25 nm. The masses resemble the two lowest valleys of silicon (100), but the numbers below are not those of a silicon device: its four other valleys hold a sizeable share of the electrons at 300 K and add to the response, and with the silicon gap holes would gather near the ground plane.

| $V_G$ (V) | $N_s$ ($10^{12}$ cm⁻²) | $\lambda_{\max}$ | $\alpha_c$ |
|---|---|---|---|
| 1.2 | 0.080 | 0.26 | 1.59 |
| 1.4 | 1.11 | 3.24 | 0.472 |
| 2.0 | 6.15 | 11.4 | 0.161 |
| 2.5 | 10.7 | 14.7 | 0.128 |

Here $N_s$ is the total electron number per area. Between 1.0 and 1.2 V it grows by a factor 324 and $\lambda_{\max}$ by 320, as the nondegenerate limit predicts. Between 2.0 and 2.5 V, $N_s$ grows by 74% but $\lambda_{\max}$ by only 28%: the response no longer grows in proportion to the density.

The onset $\lambda_{\max}=1$ lies at $V_G=1.271$ V and $N_s=3.2\times10^{11}$ cm⁻². The single-layer estimate gives $2.8\times10^{11}$ cm⁻², about 11% below the full result. Instability therefore does not wait for deep inversion. It begins while the layer is still nondegenerate, at about 7% of $DkT=4.3\times10^{12}$ cm⁻².

At $V_G=2$ V the full calculation gives $\lambda_{\max}=11.437$, so

$$\alpha_c=\frac{2}{12.437}=0.161,\qquad \alpha_{\rm opt}=\frac{2}{13.437}=0.149,\qquad \rho=\frac{11.437}{13.437}=0.851 .$$

The second eigenvalue is 0.38. A single mode is unstable, and all others would converge without mixing.

The capacitances explain the size of $\lambda_{\max}$. For a rigid shift of the layer, $v_{ij}$ is $v$ times the unit matrix, and the total response is $D\sum_if(E_i)$. In capacitance units, $q^2D=26.8$ µF/cm². The lowest two subbands lie at $-26.2$ and $61.0$ meV, with $f=0.734$ and $0.086$. They contribute 19.6 and 2.3 µF/cm², and higher subbands bring the sum to $C_Q=22.2$ µF/cm². Placing the charge at its mean depth, 1.39 nm, gives $C_g=1.438$ and $C_b=0.371$ µF/cm², hence

$$\lambda_{\max}\approx\frac{C_Q}{C_g+C_b}=\frac{22.235}{1.809}=12.3 .$$

This is 7% above the full eigenvalue, a fair result for a layer replaced by a plane.

A thicker oxide makes the system softer. With 4 nm of oxide and the gate raised to keep $N_s$ fixed, $\lambda_{\max}$ rises to 18.2 and $\alpha_c$ falls to $2/19.2=0.104$. If the mean depth and $C_Q$ are kept, the capacitance estimate predicts an increase by a factor 1.55; the full factor is 1.59. Halving the mesh spacing at 2 nm oxide changes $\lambda_{\max}$ by only 0.2%, so the instability is not a product of the mesh.

The nonlinear iterations, started close to the solution, bear out the linear analysis. Without mixing, the error grows by 11.44 per step. At $1.05\,\alpha_c$ the predicted magnitude is $|1-2(1.05)|=1.10$, and 1.100 is measured. At $0.95\,\alpha_c$ the error falls below $10^{-12}$ of its initial size in 300 steps. At $\alpha_{\rm opt}$ the measured factor is 0.851; it is 0.881 at $0.8\,\alpha_{\rm opt}$ and 0.944 at $1.05\,\alpha_{\rm opt}$. Overshooting the optimum by 5% costs more than staying 20% below it. The screening factor, found by moving the gate slightly and solving again, is 0.0804, equal to $1/12.437$.

Left unmixed for 60 steps, the iteration reaches the predicted two-cycle. One member is the electron-free potential, and the largest potential difference between the two is 37 V. That number describes the failed iteration, not a voltage in the device.

## Starting far away

The bound uses the response at the solution and is local. A condition for larger errors follows from the same algebra. For $e=u-u_*$, where $u_*$ is the solution, write $s[u]-s[u_*]=\bar\chi e$, with $\bar\chi$ the average of $\chi$ along the straight line from $u_*$ to $u$. Then, without linearization,

$$e\to[1-\alpha(1+K^{-1}\bar\chi)]e .$$

Consider all potentials whose error, measured by $\sqrt{e\cdot Ke}$, is no larger than the initial one, and let $\Lambda$ be an upper bound on $\lambda_{\max}$ there. The eigenvalues of $K^{-1}\bar\chi$ then lie between 0 and $\Lambda$. For $0<\alpha<2/(1+\Lambda)$ every step shrinks this error by at least a fixed factor, so the iteration stays in the region and converges.

This condition is sufficient, not necessary. At the electron-free potential for $V_G=2$ V, $\lambda_{\max}$ is 143 on the 0.25 nm mesh; this heavily filled well is more sensitive to the mesh than the solution is, at the level of a few per cent. Since this starting point belongs to the region, 143 is a lower bound on $\Lambda$, not $\Lambda$ itself, and the condition allows at most $\alpha=2/144$. Mixing with $\alpha=1.5/144=0.0104$ from that start leaves an error of about $10^{-6}$ V after 1000 steps. Yet $\alpha=0.95\,\alpha_c=0.153$, eleven times the value $2/144$ suggested by the starting response, also converges from there, to rounding accuracy within 400 steps.

The single layer suggests why. A large first step empties the layer. With $N\simeq0$, mixing then gives $y\to y+\alpha(y_0-y)$, a gradual climb back from the side where the response is weak. The full calculation follows the same route: its first step empties the layer, and the electrons return only after about a dozen steps. One successful start does not guarantee others. What $\alpha_c$ does settle is the end of the journey: above it, the solution repels a general small error, however good the initial guess. The numerical output below gives the remaining figures.

## Table of computed values

```
kT = 25.852 meV; density of states = 1.6709e+14 /(eV cm^2)
mesh step = 0.25 nm; oxide = 2.0 nm; body = 30.0 nm
Sweep: V_G (V), N_s (1e12/cm^2), lambda_max, alpha_c
  1.0  2.4767e-04  8.1403e-04  1.9984
  1.2  8.0206e-02  2.6022e-01  1.5870
  1.4  1.1109e+00  3.2365e+00  0.4721
  1.6  2.6822e+00  6.7053e+00  0.2596
  2.0  6.1504e+00  1.1437e+01  0.1608
  2.5  1.0689e+01  1.4669e+01  0.1276
Onset lambda_max=1: V_G = 1.2713 V, N_s = 3.162e+11 /cm^2
Onset N_s, capacitance estimate = 2.826e+11 /cm^2
Working point V_G = 2.0 V: N_s = 6.1504e+12 /cm^2
Lowest subband energies minus E_F = -26.19, 61.00 meV
lambda_max = 11.4373; second eigenvalue = 0.3807
alpha_c = 0.16081; alpha_opt = 0.14884
Measured error gain per unmixed step = 11.4372
Growth per step at 1.05 alpha_c = 1.1000
Error left after 300 steps at 0.95 alpha_c = 5.10e-13 of start
Rate at alpha_opt: measured 0.8510, formula 0.8512
Measured rate at 0.8 and 1.05 alpha_opt = 0.8808, 0.9437
Two-cycle of unmixed iteration: largest swing = 37.416 V
Gate response of leading mode / frozen-density response = 0.08040
1/(1+lambda_max) = 0.08040
Charge centroid = 1.386 nm from the oxide
C_Q, C_g, C_b = 22.235, 1.438, 0.371 uF/cm^2
Capacitance estimate of lambda_max = 12.286
4 nm oxide, same N_s: V_G = 2.7869 V, lambda_max = 18.2014
lambda_max with mesh step 0.125 nm = 11.4157
lambda_max at electron-free start = 143.054
From that start, alpha = 0.01041, 1000 steps: largest error 1.20e-06 V
From that start, alpha = 0.95 alpha_c, 400 steps: largest error 1.78e-15 V
```
